# Counterpoise Correction and False Binding in Spin-Aligned Li2

**Problem.** Two neutral lithium atoms have their valence spins parallel, so the pair is in its triplet state. Find their Hartree-Fock interaction energy in a small Gaussian basis and decide whether Hartree-Fock binds them.

The question matters for layered materials. There too, one subtracts the energies of the separate pieces from the energy of the assembled system, and the difference is a tiny part of each total. The atomic pair is small enough for the origin of an error in that difference to be followed.

The nuclei are fixed at separation $R$. The method is unrestricted Hartree-Fock (UHF), in which up-spin and down-spin electrons have separate orbitals. The pair has four up and two down electrons, and each free atom has two up and one down. Each atom carries uncontracted s Gaussians with exponents 38, 7, 1.9, 0.64 and 0.06 bohr$^{-2}$ and one set of p Gaussians with exponent 0.06 bohr$^{-2}$, eight functions in all. The basis is deliberately short of diffuse functions. Energies come from analytic Gaussian integrals and iteration of the UHF equations to self-consistency. They are in hartree (Ha) or millihartree (mHa).

## A tempting solution

At $R=9$ bohr, or 0.476 nm, the calculation gives

$$E_{\rm pair}=-14.798947\ {\rm Ha},\qquad E_{\rm atom}=-7.399178\ {\rm Ha}.$$

Subtracting two free atoms from the pair gives

$$V_{\rm raw}=-14.798947+2(7.399178)=-0.000591\ {\rm Ha}.$$

This is $-0.591$ mHa, or $-16.1$ meV. The negative sign means attraction. The neighbouring points support the picture: $V_{\rm raw}$ is $-0.191$ mHa at 8 bohr and $-0.546$ mHa at 10 bohr, so the curve has a well with its minimum between these distances. One would conclude that Hartree-Fock binds the pair by about 16 meV.

The conclusion should arouse suspicion. Electrons of equal spin must occupy orthogonal orbitals, and when the two valence orbitals, each holding one up-spin electron, overlap, this requirement raises the kinetic energy. The long-range attraction between neutral spherical atoms comes from correlated fluctuations of their charges, which a single determinant omits. Something else may be supplying the attraction.

## Where the subtraction fails

Write $E_X(Y)$ for the energy of system $X$ computed in basis $Y$. Let $A$ and $B$ denote the atoms, or their own basis sets, and let $AB$ denote the pair, or the union of the two sets. The tempting solution used

$$V_{\rm raw}=E_{AB}(AB)-E_A(A)-E_B(B).$$

The three energies belong to different bases. In the pair, an electron near $A$ may use the functions centred on $B$. In the free atom it may not.

To measure this advantage, keep atom $A$ and place the basis functions of $B$ at their position in the pair, without $B$'s nucleus or electrons. These are called ghost functions. Every determinant that can be built from basis $A$ can also be built from basis $AB$, with zero coefficients on the ghost functions. The minimum over the larger set cannot be higher:

$$E_A(AB)\le E_A(A).$$

This assumes that both UHF solutions are global minima. The borrowing energy is therefore

$$\delta_A=E_A(A)-E_A(AB)\ge 0 .$$

No physical interaction is present in $\delta_A$, because nothing physical stands at $B$. It measures a defect of the atom's own basis that the ghost functions partly mend.

## The corrected calculation

The counterpoise method evaluates all three energies in the common basis $AB$:

$$V_{\rm CP}=E_{AB}(AB)-E_A(AB)-E_B(AB).$$

To relate this to the first attempt, insert $E_A(AB)=E_A(A)-\delta_A$ and the same relation for $B$:

$$
\begin{aligned}
V_{\rm CP}&=E_{AB}(AB)-[E_A(A)-\delta_A]-[E_B(B)-\delta_B]\\
&=V_{\rm raw}+\delta_A+\delta_B .
\end{aligned}
$$

The atoms are identical, so $\delta_A=\delta_B=\delta$ and the correction is $+2\delta$. It always moves the interaction towards repulsion.

At 9 bohr the atom with ghost functions has energy $-7.399610$ Ha. Hence

$$\delta=-7.399178+7.399610=0.000432\ {\rm Ha},$$

and, with unrounded energies, $2\delta=0.864$ mHa. The corrected interaction is

$$V_{\rm CP}=-0.591+0.864=+0.273\ {\rm mHa}=+7.4\ {\rm meV}.$$

The sign has changed. The correction, 23.5 meV, is larger than the apparent binding.

## What the atom gains by borrowing

The borrowing energy can be traced to one electron. Keep the two core orbitals, $c_\uparrow$ and $c_\downarrow$, as they are in the free atom, and let the up-spin valence orbital $v$ vary. In the UHF energy, the terms containing $v$ are its kinetic energy, its attraction to the nucleus, its Coulomb repulsion with both core electrons, and its exchange with the core electron of equal spin. Thus

$$E=E_{\rm core}+\langle v|h_v|v\rangle,$$

$$h_v=-\tfrac12\nabla^2-\frac{3}{r}+J_{c\uparrow}+J_{c\downarrow}-K_{c\uparrow},$$

where $J$ and $K$ are Coulomb and exchange operators and $r$ is the distance from nucleus $A$. The valence electron's own Coulomb and exchange terms cancel when they act on $v$. The orbital must remain orthogonal to $c_\uparrow$.

In basis $A$, the free-atom orbital $v$ is an eigenfunction of $h_v$ within the allowed space, with energy $\varepsilon_v$. In basis $AB$ there are further directions. Choose orthonormal orbitals $a$, orthogonal to both $v$ and $c_\uparrow$, that diagonalize $h_v$ among themselves with energies $\varepsilon_a$. Let $t_a=\langle a|h_v|v\rangle$, with real orbitals. For the improved orbital $C_0v+\sum_a C_a a$ with energy $\varepsilon$, the eigenvalue equations are

$$\varepsilon_v C_0+\sum_a t_aC_a=\varepsilon C_0,$$

$$t_aC_0+\varepsilon_aC_a=\varepsilon C_a .$$

The second equation gives $C_a=-t_aC_0/(\varepsilon_a-\varepsilon)$. Put this into the first and divide by $C_0$:

$$\varepsilon_v-\varepsilon=\sum_a\frac{t_a^2}{\varepsilon_a-\varepsilon}.$$

The left side is the frozen-core borrowing energy $\delta_{\rm fc}$. Since $\varepsilon=\varepsilon_v-\delta_{\rm fc}$,

$$\delta_{\rm fc}=\sum_a\frac{t_a^2}{\varepsilon_a-\varepsilon_v+\delta_{\rm fc}}
\le\sum_a\frac{t_a^2}{\varepsilon_a-\varepsilon_v}.$$

The inequality holds when every $\varepsilon_a$ lies above $\varepsilon_v$, because dropping $\delta_{\rm fc}$ then makes each positive denominator smaller. The last sum is the second-order estimate.

At 9 bohr, $\varepsilon_v=-0.1919$ Ha and the lowest $\varepsilon_a$ is $-0.1137$ Ha, a gap of 0.0782 Ha. Diagonalizing $h_v$ gives $\delta_{\rm fc}=0.4220$ mHa, and the second-order sum gives 0.4229 mHa. They agree closely because the energy gained is small compared with the gap. The full value, with the core free to change, is 0.4319 mHa. Freezing the core therefore recovers about 98% of it, so the borrowing is almost wholly a valence effect.

Since $a$ is orthogonal to $v$, the coupling may also be written

$$t_a=\langle a|(h_v-\varepsilon_v)|v\rangle .$$

The function $(h_v-\varepsilon_v)v$ is the residual of the atomic orbital equation. If $v$ solved that equation in the full space orthogonal to the core, every $t_a$ would vanish and there would be nothing to gain. Borrowing is the response to an error already present in the free atom.

## Two limits

The first limit is a complete atomic basis. The residual disappears and $\delta\to0$ at any fixed separation. A larger basis shows the trend. It has ten s exponents $0.01\times3^k$ with $k=0,\ldots,9$, four p exponents $0.02\times3^k$ with $k=0,\ldots,3$, and one d exponent 0.06, all in bohr$^{-2}$, making 27 functions per atom. At 9 bohr its correction $2\delta$ is 0.007 mHa, against 0.864 mHa in the small basis.

The second limit is large separation in a fixed basis. The product of two Gaussians of equal exponent $\alpha$ on centres a distance $R$ apart contains the factor

$$e^{-\alpha r_A^2-\alpha r_B^2}
=e^{-\alpha R^2/2}\,e^{-2\alpha|\mathbf r-\mathbf r_m|^2},$$

where $r_A$ and $r_B$ are the distances from the two centres and $\mathbf r_m$ is their midpoint. The most diffuse functions, with $\alpha=0.06$ bohr$^{-2}$, give the slowest decay of the couplings $t_a$. Their squares enter $\delta$, so it eventually falls as $e^{-\alpha R^2}$ times powers of $R$, which come from the kinetic-energy and p-function integrals and make the fall slower than the exponential alone at the distances studied here. The false attraction is thus confined to distances at which the basis functions overlap.

## Is the corrected answer right?

The table gives all interactions in mHa. The last column is the counterpoise-corrected result in the larger basis.

| $R$ (bohr) | $V_{\rm raw}$ | $2\delta$ | $V_{\rm CP}$ | larger basis |
|---:|---:|---:|---:|---:|
| 8 | −0.191 | 1.099 | 0.908 | 1.422 |
| 9 | −0.591 | 0.864 | 0.273 | 0.711 |
| 10 | −0.546 | 0.597 | 0.051 | 0.344 |
| 11 | −0.365 | 0.352 | −0.013 | 0.158 |
| 12 | −0.195 | 0.175 | −0.020 | 0.068 |
| 13 | −0.085 | 0.073 | −0.012 | 0.027 |
| 14 | −0.031 | 0.026 | −0.005 | 0.010 |

The larger basis is not itself the Hartree-Fock limit: adding further p, d and f functions lowers its value at 9 bohr by about 0.03 mHa, and a denser set of 13 s, 6 p, 3 d and 2 f exponents lowers it by about 0.04 mHa, to 0.667 mHa. The last two digits of the 9 bohr entry in that column are therefore not converged, but the shift is small compared with the differences discussed below. The larger basis gives repulsion at every listed distance. The answer to the problem is therefore that Hartree-Fock gives no binding in this range, and that the 16 meV well is a product of the small basis.

The correction does not remove the whole error. Relative to the larger basis at 9 bohr, the raw result is too low by $0.711+0.591\approx1.30$ mHa and the corrected one by $0.711-0.273\approx0.44$ mHa. About one third of the error remains. From 11 bohr outwards, $V_{\rm CP}$ even keeps a weak attraction of at most 0.020 mHa at the listed points, or about 0.5 meV, where the larger basis gives repulsion.

To see why no general guarantee exists, let $e_X(Y)\ge0$ be the amount by which $E_X(Y)$ lies above the Hartree-Fock limit, and let $V_\infty$ be the interaction in that limit. Subtracting the limiting energies gives

$$V_{\rm CP}-V_\infty=e_{AB}(AB)-e_A(AB)-e_B(AB).$$

All three errors are non-negative, but their difference may have either sign. Counterpoise places the fragments in the same basis as the pair. It does not make that basis equally good for the pair and for the fragments.

## A case in which the correction makes matters worse

Remove the p functions from both atoms and keep $R=9$ bohr. The free-atom energy remains $-7.399178$ Ha. This is expected, since the atom is spherical and its occupied orbitals are s orbitals, which do not couple to p functions on the same centre. The interaction changes greatly:

$$V_{\rm raw}=1.118,\qquad 2\delta=0.426,\qquad V_{\rm CP}=1.543\ {\rm mHa}.$$

The raw attraction at this distance has gone, so it depends on the p functions, although about half of the borrowing remains. Their removal is not a pure test of borrowing, however, because an atom also uses its own p functions to polarize in the presence of its partner.

The raw value is now too repulsive by 0.407 mHa relative to the larger basis, and the correction doubles the error to 0.833 mHa. The error formula of the last section shows what has happened. Since $V_{\rm raw}=V_{\rm CP}-2\delta$,

$$V_{\rm raw}-V_\infty=[e_{AB}(AB)-e_A(AB)-e_B(AB)]-2\delta .$$

With the larger basis standing in for the limit, the bracket is 0.833 mHa: the s functions describe the pair less well than they describe the two atoms with ghost functions. Borrowing has the opposite sign and hides part of this error, which leaves $0.833-0.426=0.407$ mHa in the raw value. The correction removes the borrowing and exposes the rest in full. The smaller raw error was a cancellation of two errors, not a better description of the pair.

## The attraction that was left out

Correlation can be estimated by second-order perturbation theory on the UHF determinant (MP2). In the larger basis at 9 bohr, with counterpoise correction, it contributes $-0.783$ mHa, or $-21.3$ meV. The Hartree-Fock part is $+0.711$ mHa, so the sum is $-0.073$ mHa, about $-2$ meV. Such a small remainder of two nearly cancelling terms is sensitive to the basis and to the neglected higher orders. Adding a p exponent of 1.62, d exponents of 0.02 and 0.18 and an f exponent of 0.06 bohr$^{-2}$ changes the MP2 part to $-0.850$ mHa and the Hartree-Fock part to $+0.679$ mHa. The sum becomes $-0.171$ mHa, more than twice its former size, so it should not be read as a binding energy.

The higher orders matter even more. Coupled-cluster theory with single and double excitations (CCSD), in the larger basis and with counterpoise correction, gives a correlation part of about $-1.86$ mHa at 9 bohr. The sum is then about $-1.1$ mHa, or roughly $-30$ meV. MP2 thus finds less than half of the CCSD correlation attraction, and its nearly vanishing sum does not mean that the real pair is almost unbound. The CCSD value has not been converged with respect to the basis either, so it too is only an estimate. With the cores frozen, the exact correlation energy of the two valence electrons goes from $-1.92$ mHa in the larger basis to $-1.99$ mHa when the extra p, d and f exponents are added, and its sum with the Hartree-Fock part goes from about $-1.2$ to $-1.3$ mHa.

The comparison shows how the first answer could deceive. In this basis and at this distance, the borrowing correction of 23.5 meV happens to be close in size to the MP2 contribution. Nothing requires the two to be similar, but a poor basis can evidently produce an attraction of believable magnitude in a theory that lacks its physical source.

## From the atomic pair to layers

For two layers held at their positions in the bilayer, the same subtraction per area $S$ is

$$\frac{V_{\rm CP}}{S}=\frac{E_{12}(12)-E_1(12)-E_2(12)}{S}.$$

Each single-layer calculation keeps the other layer's basis functions and removes its nuclei and electrons. If the layers change shape on binding, the energy needed to deform them must be added separately, computed for each layer in one fixed type of basis.

Graphite gives a sense of scale: its layers are roughly 0.34 nm apart and bound by roughly 50 meV per atom. An error like the 23.5 meV found here would be serious on that scale. The lithium number cannot be transferred, however. The present basis is far poorer than one chosen for production work, lithium's valence orbital is unusually diffuse, and an atom in a layer has many neighbours from which to borrow. Correlation, which Hartree-Fock omits, also matters in real layers; in the lithium pair at 9 bohr, MP2 lowers the interaction by more than 20 meV. With atom-centred functions, a sound procedure is to compute both the raw and the corrected curve and enlarge the basis until they agree with each other and both stop changing, within the accuracy required. Agreement alone shows only that borrowing has become small, since both curves may share another basis error. Even a converged result does not show that the electronic-structure method contains the right attraction.
